# The Symmetric Kubo-Bastin Conductivity as a Fermi-Surface Trace

## 1. Definitions and conventions

Electrons of charge $-e$, with $e>0$, move independently in a sample of volume $\Omega$. Their one-particle Hamiltonian $H$ is Hermitian and may contain disorder, spin-orbit coupling and a magnetic field. Its eigenstates $|n\rangle$ have energies $\varepsilon_n$. Traces run over all one-particle states, spin included. The velocity operator is

$$v_i=\frac{i}{\hbar}[H,x_i],$$

which is not $p_i/m$ in general: a nonlocal pseudopotential, for example, adds a term. The Fermi function is $f(E)=[e^{(E-\mu)/k_BT}+1]^{-1}$. For a broadening energy $\eta>0$ define

$$G^\pm(E)=(E-H\pm i\eta)^{-1},\qquad A(E)=\frac{i}{2\pi}(G^+-G^-).$$

In an eigenstate $G^+-G^-=-2i\eta/[(E-\varepsilon_n)^2+\eta^2]$, so $A$ has the eigenvalues

$$A_n(E)=\frac{\eta/\pi}{(E-\varepsilon_n)^2+\eta^2}.$$

It is a positive operator and tends to $\delta(E-H)$ as $\eta\to0$. It is called the spectral operator. A prime denotes $d/dE$.

The conductivity is defined by $J_i=\sum_j\sigma_{ij}E_j$, where $E_j$ with an index is the electric field. The Kubo-Bastin formula, with the same $\eta$ in every factor, is

$$\sigma_{ij}=\frac{i\hbar e^2}{\Omega}\int_{-\infty}^{\infty}dE\,f(E)\,\mathrm{Tr}\left[v_iG^{+\prime}v_jA-v_iAv_jG^{-\prime}\right].\tag{1}$$

## 2. Where the starting formula comes from

This section fixes the sign and the meaning of $\eta$; the theorem needs only (1).

Let the field be switched on as $e^{st}$ with $s>0$. The perturbation is $H'=eE_jx_j$ times this factor. To first order, the equation of motion of the density matrix gives, with $\Delta=\varepsilon_n-\varepsilon_m$,

$$i\hbar s\,\delta\rho_{nm}=\Delta\,\delta\rho_{nm}+H'_{nm}(f_m-f_n),\qquad \delta\rho_{nm}=H'_{nm}\frac{f_n-f_m}{\Delta-i\hbar s}.$$

The definition of velocity gives $(v_j)_{nm}=(i/\hbar)\Delta(x_j)_{nm}$, so $(x_j)_{nm}=-i\hbar(v_j)_{nm}/\Delta$ for $\Delta\neq0$. Terms with $\Delta=0$ drop out because $f_n=f_m$. Inserting this in $J_i=-(e/\Omega)\sum_{nm}(v_i)_{mn}\delta\rho_{nm}$, the factors $(-e)(e)(-i\hbar)$ combine to $+i\hbar e^2$:

$$\sigma_{ij}=\frac{i\hbar e^2}{\Omega}\sum_{nm}\frac{f_n-f_m}{\Delta}\,\frac{(v_i)_{mn}(v_j)_{nm}}{\Delta-i\hbar s}.\tag{2}$$

Write $\delta=\hbar s$. Replacing $1/[\Delta(\Delta-i\delta)]$ by $1/(\Delta-i\delta)^2$ changes it by

$$\frac{1}{\Delta(\Delta-i\delta)}-\frac{1}{(\Delta-i\delta)^2}=\frac{-i\delta}{\Delta(\Delta-i\delta)^2}.$$

In a large disordered sample the sum becomes an integral over $\Delta$ with a weight $W(\Delta)$, which contains $(f_n-f_m)/\Delta$ and the velocity products. If $W$ is smooth, integration by parts gives $\int W/(\Delta-i\delta)^2\,d\Delta=\int W'/(\Delta-i\delta)\,d\Delta$, which stays finite. The prefactor $\delta$ then removes the change as $\delta\to0$.

In the term with $f_n$ put $E=\varepsilon_n$; then $1/(E-\varepsilon_m-i\delta)^2=-G_m^{-\prime}$. In the term with $-f_m$ put $E=\varepsilon_m$; then $1/(\varepsilon_n-E-i\delta)^2=1/(E-\varepsilon_n+i\delta)^2=-G_n^{+\prime}$. These are the two terms of (1), with $\delta(E-H)$ in place of $A$. For a smooth joint density in the two energies, broadening the delta function does not alter the limit.

At finite $\eta$ the widths of $A$ and $G^\pm$ add. For $\eta\ll k_BT$, closing the energy contour on the pole of $A$ gives for each pair of states

$$\frac{f(\varepsilon_n-i\eta)-f(\varepsilon_m+i\eta)}{(\Delta-2i\eta)^2}\simeq\frac{f'}{\Delta-2i\eta}\qquad(|\Delta|\ll k_BT),$$

because the two arguments of $f$ differ by $\Delta-2i\eta$. The poles of $f$ itself add terms proportional to $\eta$, since $A\propto\eta$ there. Comparison with (2) shows that $\hbar s$ corresponds to $2\eta$. For pairs of states near the Fermi energy with $|\Delta|\ll k_BT$, a fixed broadening therefore describes relaxation with

$$\tau=\frac{\hbar}{2\eta}.\tag{3}$$

## 3. The theorem

**Theorem.** Let $H$ and $v_i$ be Hermitian matrices of finite dimension, and let $\eta>0$ and $T>0$. Then the conductivity (1) satisfies

$$\sigma^S_{ij}\equiv\frac{\sigma_{ij}+\sigma_{ji}}{2}=\frac{\pi\hbar e^2}{\Omega}\int dE\left(-\frac{df}{dE}\right)\mathrm{Tr}[v_iA(E)v_jA(E)].\tag{4}$$

As $T\to0$ at fixed $\eta$, the integral becomes the trace at the Fermi energy $E_F$:

$$\sigma^S_{ij}=\frac{\pi\hbar e^2}{\Omega}\mathrm{Tr}[v_iA(E_F)v_jA(E_F)].\tag{5}$$

**Lemma 1.** $G^{+\prime}-G^{-\prime}=-2\pi i\,A'$.

*Proof.* Multiplying the definition of $A$ by $2\pi/i=-2\pi i$ gives $G^+-G^-=-2\pi iA$. Differentiate with respect to $E$. ∎

**Lemma 2.** For any matrices $X,Y$, $\mathrm{Tr}[v_jXv_iY]=\mathrm{Tr}[v_iYv_jX]$.

*Proof.* Move the product $v_jX$ from the front of the trace to the back. ∎

**Proof of the theorem.** Let $K_{ij}$ be the trace in (1). Exchanging the indices and using Lemma 2 in both terms gives

$$K_{ji}=\mathrm{Tr}[v_jG^{+\prime}v_iA]-\mathrm{Tr}[v_jAv_iG^{-\prime}]
=\mathrm{Tr}[v_iAv_jG^{+\prime}]-\mathrm{Tr}[v_iG^{-\prime}v_jA].$$

Now add $K_{ij}$ and collect the terms according to the position of $A$:

$$K_{ij}+K_{ji}=\mathrm{Tr}[v_i(G^{+\prime}-G^{-\prime})v_jA]+\mathrm{Tr}[v_iAv_j(G^{+\prime}-G^{-\prime})].$$

By Lemma 1 and the product rule,

$$K_{ij}+K_{ji}=-2\pi i\left(\mathrm{Tr}[v_iA'v_jA]+\mathrm{Tr}[v_iAv_jA']\right)=-2\pi i\,\frac{d}{dE}\mathrm{Tr}[v_iAv_jA].$$

The velocities do not depend on $E$, so no other term arises. Half the sum, multiplied by the prefactor of (1), has the coefficient $\tfrac12(i)(-2\pi i)=\pi$. Hence

$$\sigma^S_{ij}=\frac{\pi\hbar e^2}{\Omega}\int dE\,f\,\frac{d}{dE}\mathrm{Tr}[v_iAv_jA].$$

Integrate by parts. At the upper end $f$ vanishes exponentially. At the lower end $f\to1$, but at fixed $\eta$ each $A$ falls as $E^{-2}$, so the trace falls as $E^{-4}$. Both boundary terms vanish, which leaves (4). At fixed $\eta$ the trace is a smooth function of $E$, and $-f'$ tends to $\delta(E-E_F)$ as $T\to0$; this gives (5). ∎

**Remark 1 (reality and sign).** Hermiticity gives $\mathrm{Tr}[v_iAv_jA]^*=\mathrm{Tr}[Av_jAv_i]$, and cyclicity returns the original trace, so it is real. For a real unit vector $u$ let $v_u=\sum_iu_iv_i$. Since $A$ is positive, it has a Hermitian square root, and

$$\mathrm{Tr}[v_uAv_uA]=\mathrm{Tr}\left[(A^{1/2}v_uA^{1/2})^2\right]\geq0.$$

The symmetric part thus gives nonnegative Joule heating. The antisymmetric part drops out of $\sum_{ij}E_i\sigma_{ij}E_j$.

**Remark 2 (eigenstates).** In the eigenbasis (4) reads

$$\sigma^S_{ij}=\frac{\pi\hbar e^2}{\Omega}\sum_{nm}(v_i)_{mn}(v_j)_{nm}\int dE(-f')A_nA_m.$$

This is the dc Kubo-Greenwood form. In a first-principles calculation $H$ may be the Kohn-Sham Hamiltonian. The algebra is unchanged, but the physical result inherits the errors of using Kohn-Sham states as independent carriers.

## 4. The antisymmetric part

Subtracting $K_{ji}$ instead of adding it gives

$$\frac{\sigma_{ij}-\sigma_{ji}}2=\frac{i\hbar e^2}{2\Omega}\int dE\,f\,\mathrm{Tr}[v_iQ'v_jA-v_iAv_jQ'],\qquad Q=G^++G^-.$$

The sum $Q$, unlike the difference, is not proportional to $A$, and the minus sign prevents the product rule from being used. Occupied states far below $E_F$ can contribute.

**Corollary.** If an antiunitary time reversal $\Theta$ leaves $H$ unchanged and reverses $v_i$, the antisymmetric part vanishes and (4) is the whole tensor.

*Proof.* Antiunitarity gives $\mathrm{Tr}[M]^*=\mathrm{Tr}[\Theta M\Theta^{-1}]$ and exchanges $G^+$ with $G^-$, while $A$ is unchanged. The two velocity signs cancel. Therefore

$$\mathrm{Tr}[v_iG^{+\prime}v_jA]=\mathrm{Tr}[v_iG^{-\prime}v_jA]^*=\mathrm{Tr}[Av_jG^{+\prime}v_i]=\mathrm{Tr}[v_jG^{+\prime}v_iA].$$

The same steps with $G^-$ show that the second term of (1) is symmetric as well. ∎

**A case without time reversal.** Take a square lattice with unit cell area, energies in units of the hopping, $\hbar=1$, Pauli matrices $s_x,s_y,s_z$, and

$$H(\mathbf k)=\sin k_x\,s_x+\sin k_y\,s_y+(\cos k_x+\cos k_y-1)s_z+0.4\cos(k_x+k_y).$$

In a crystal the velocity is $\partial H/\partial k_i$ and the trace includes an average over $\mathbf k$. Here 36 points are used, a $6\times6$ mesh shifted by $(0.3,0.1)$. The identity holds for any mesh, so these numbers are not claimed as converged conductivities of an infinite lattice. For example, the symmetric $xy$ element below moves from $0.269$ to $0.388$ on a $24\times24$ mesh.

For $\mu=-1.2$, $k_BT=0.2$ and $\eta=0.01$, direct integration of (1) gives $\sigma_{xy}=0.212596$ and $\sigma_{yx}=0.326212$ in units of $e^2/\hbar$. Their mean is $0.269404$, and the separately integrated trace (4) gives $0.269404$. Over all components the largest difference is $3.5\times10^{-9}$. The antisymmetric part, $-0.056808$, is absent from the trace.

The starting formula was also compared with a direct solution of the driven density-matrix equation at $\hbar s=2\eta$, where $[x_j,\rho]$ becomes $i\,\partial\rho/\partial k_j$. The norm of the difference between the two tensors falls from $6.96\times10^{-4}$ to $3.54\times10^{-4}$ when $\eta$ is halved, as expected for corrections linear in $\eta$.

Now put $\mu=0$. The vector multiplying the Pauli matrices has squared length

$$1+2(1-\cos k_x)(1-\cos k_y)\geq1,$$

and the last term of $H$ shifts both bands by at most $0.4$. No state therefore lies between $-0.6$ and $0.6$. At $k_BT=0.03$ the antisymmetric part is $-0.162$ (on finer meshes $-0.159=-1/2\pi$, a magnitude of $e^2/h$), while the largest element of the trace is $3.4\times10^{-5}$. This small remainder is expected at finite $\eta$: in the gap each $A$ is a Lorentzian tail proportional to $\eta$, so their product is proportional to $\eta^2$. The correspondence (3) does not extend to this case: across the gap $|\Delta|\gg k_BT$, and (2) at $\hbar s=2\eta$ has a symmetric part linear in $\eta$, here $2.0\times10^{-3}$.

## 5. The limit of small broadening

The identity (4) holds at every $\eta>0$, but the value of the trace depends on how $\eta\to0$ is taken.

**Proposition 1 (finite open sample).** At fixed $T>0$ and fixed size, the trace in a finite open sample vanishes in proportion to $\eta$, or faster.

*Proof.* The position operator is well defined, so $(v_i)_{nm}=(i/\hbar)(\varepsilon_n-\varepsilon_m)(x_i)_{nm}$ vanishes for equal energies. For $\Delta\neq0$, one Lorentzian acts as a delta function while the other is in its tail:

$$\int dE(-f')A_nA_m\to\frac{\eta}{\pi\Delta^2}\left[-f'(\varepsilon_n)-f'(\varepsilon_m)\right].$$

A finite sum of such terms vanishes as $\eta\to0$. ∎

For an open chain of 12 sites $j=0,\ldots,11$, with hopping $-1$, site energies $0.8\cos(2.3j^2)$, $\mu=0$ and $k_BT=0.2$, reducing $\eta$ from $0.002$ to $0.001$ divides the trace by $1.9997$.

The intrinsic dc conductivity of a disordered metal requires $\Omega\to\infty$ first and $\eta\to0$ afterwards. At finite size, $\eta$ must exceed the level spacing and remain small compared with both the level broadening caused by the disorder itself and the energies over which the trace varies. Otherwise $\eta$, not the disorder, sets the lifetime. Disorder averaging acts on the whole trace. Replacing $\langle\mathrm{Tr}[v_iAv_jA]\rangle$ by $\mathrm{Tr}[v_i\langle A\rangle v_j\langle A\rangle]$ discards the correlations between the two operators, known as vertex corrections.

**Proposition 2 (clean crystal).** For bands with diagonal velocities $v_{x,a}$, where $a$ labels band, wavevector and spin, the leading term at small $\eta$ is

$$\sigma_{xx}=\frac{e^2\tau}{\Omega}\sum_av_{x,a}^2[-f'(\varepsilon_a)].\tag{6}$$

*Proof.* A diagonal term contains $A_a^2$, with area

$$\int dE\,A_a^2=\frac{\eta^2}{\pi^2}\int\frac{dx}{(x^2+\eta^2)^2}=\frac{\eta^2}{\pi^2}\frac{\pi}{2\eta^3}=\frac1{2\pi\eta}.$$

Thus $A_a^2\to\delta(E-\varepsilon_a)/(2\pi\eta)$. The prefactor becomes $\pi\hbar e^2/(2\pi\eta)=\hbar e^2/(2\eta)=e^2\tau$. Terms between separated bands are proportional to $\eta$, as in Proposition 1, and are subleading. ∎

A perfect metallic crystal therefore has a conductivity that diverges as $1/\eta$. A finite $\eta$ is here a model of scattering, not a numerical aid to be removed.

## 6. Free electrons with copper-like parameters

For free electrons $H$ is unbounded above, but the proof still applies. At large $\varepsilon$ the integrand of the trace falls as $\varepsilon^{3/2}\varepsilon^{-4}$, and for $E\to-\infty$ the trace falls as $|E|^{-3/2}$. At the upper end it grows as a power of $E$, which the exponential decay of $f$ overcomes.

The velocity-weighted density of states, with spin, is

$$\Phi(\varepsilon)=\frac1{\pi^2}\int_0^\infty dk\,k^2\,\frac{\hbar^2k^2}{3m^2}\,\delta\left(\varepsilon-\frac{\hbar^2k^2}{2m}\right)=\frac{k_\varepsilon^3}{3\pi^2m},\qquad k_\varepsilon=\frac{\sqrt{2m\varepsilon}}{\hbar}.$$

The delta function supplied the factor $m/(\hbar^2k_\varepsilon)$. At $E_F$ the electron density is $n=k_F^3/(3\pi^2)$, so (6) becomes the Drude result $\sigma=ne^2\tau/m$.

The rough input values are $n=85\ \mathrm{nm^{-3}}$, $\tau=25$ fs and $T=300$ K. They give $E_F=7.049$ eV, a Fermi velocity of $1.575$ nm/fs and $\eta=\hbar/2\tau=13.16$ meV. The Drude conductivity is

$$\frac{(8.5\times10^{28}\,\mathrm{m^{-3}})\,e^2\,(2.5\times10^{-14}\,\mathrm s)}{m}=59.88\ \mathrm{MS/m}.$$

Integrating (4) over wavevector and energy also gives $59.88$ MS/m, or a resistivity of $1.67\ \mu\Omega\,$cm. The window $-f'$ has a full width at half maximum of $91.1$ meV, small compared with $E_F$. In this sense the finite-temperature result is still a Fermi-surface property.

The trace exceeds the Drude value by a relative $17.90$ parts per million. To derive this, hold $\mu=E_F$ and expand $\Phi\propto\varepsilon^{3/2}$, for which $\Phi''/\Phi=3/(4E_F^2)$. The window $-f'$ has variance $\pi^2(k_BT)^2/3$, and the normalized squared Lorentzian has variance $\eta^2$. Both are even, so the linear term vanishes, and half the second derivative times the total variance gives

$$\frac{\sigma}{\sigma_{\rm Drude}}-1\simeq\frac{\pi^2}{8}\left(\frac{k_BT}{E_F}\right)^2+\frac38\left(\frac{\eta}{E_F}\right)^2.$$

With $k_BT=25.85$ meV the terms are $16.6$ and $1.3$ parts per million, in agreement with the integral. The thermal term is the rise of the electron density at fixed $\mu$: since $m\Phi(\varepsilon)$ is the density of electrons below $\varepsilon$, integration by parts gives $\int d\varepsilon\,\Phi(-f')=n(\mu,T)/m$. If the density is held fixed instead, $\mu$ shifts and this term vanishes. This cancellation relies on the parabolic band, for which $\Phi$ is proportional to the density below $\varepsilon$. Halving $\eta$ doubles the conductivity, as (3) requires.

## 7. What a narrow copper line adds

Copper at room temperature has a resistivity of roughly $1.7\ \mu\Omega\,$cm. The agreement reflects the choice of $\tau$ and is not a prediction. The assumption that a narrow line breaks most strongly is spatial uniformity: the mean free path is $\lambda=39.4$ nm, longer than a dimension of 20 nm. The following estimates each change one thing and hold the other inputs fixed.

**Surfaces.** Consider a film of thickness $d=20$ nm whose surfaces randomize the direction of motion. An electron at distance $\ell$ from the wall along its path has mean flight length $\lambda(1-e^{-\ell/\lambda})$. Put $\ell=z/c$, where $c$ is the magnitude of the direction cosine to the film normal, and average over the depth $z$. The in-plane velocity weight is $\tfrac32(1-c^2)$, so

$$\frac{\sigma_{\rm film}}{\sigma}=\frac32\int_0^1dc\,(1-c^2)\left[1-\frac{\lambda c}{d}\left(1-e^{-d/(\lambda c)}\right)\right]=0.526.$$

Random sampling of flights gives $0.525$. The resistivity rises to $1.670/0.5256=3.18\ \mu\Omega\,$cm. Partly specular surfaces would raise it less. A line is confined in two directions: the same flight-length average over a $20\times20\ \mathrm{nm^2}$ cross-section gives a ratio of about $0.35$, or $4.8\ \mu\Omega\,$cm.

**Grain boundaries.** Let planes 20 nm apart reflect with probability $R=0.3$, a rough value taken independent of angle. Two barriers without interference transmit $T_{12}=T_1T_2/(1-R_1R_2)$. With $R_i=1-T_i$ this gives $1/T_{12}-1=(1/T_1-1)+(1/T_2-1)$, so the quantities $R/(1-R)$ add. By the Landauer formula a channel with transmission $T_1$ has the conductance $(e^2/h)T_1$ per spin, so its resistance is proportional to $1/T_1=1+R_1/(1-R_1)$. The 1 is the contact resistance, present without any barrier; the remainder is due to the barrier. The number of channels per area and spin is the area of the Fermi disc divided by $(2\pi)^2$: $k_F^2/4\pi=14.72\ \mathrm{nm^{-2}}$. The added resistivity is

$$\Delta\rho=\frac1{20\ \mathrm{nm}}\,\frac{h}{2e^2}\,\frac{1}{14.72\ \mathrm{nm^{-2}}}\,\frac{0.3}{0.7}=1.88\ \mu\Omega\,\mathrm{cm}.$$

This estimate is the barrier resistance for electrons that fly between the planes without scattering, so that each direction of motion is a separate channel, and it is simply added to the bulk value. Bulk scattering between the planes redistributes electrons among the directions; if it is isotropic, with the mean free path used here, the added resistivity is about 7% larger.

**Band mass and temperature.** A rough mass ratio of $1.3$, at fixed $n$ and $\tau$, raises the bulk value to $2.17\ \mu\Omega\,$cm. Operation at 380 K, with a scattering rate proportional to $T$, raises it to $2.12\ \mu\Omega\,$cm. Near the Debye temperature of copper the phonon rate rises somewhat faster than $T$; a Bloch-Grüneisen law gives about $2.17\ \mu\Omega\,$cm.

Surfaces and grain boundaries thus each change the result by an amount comparable with the bulk resistivity itself, whereas thermal smearing at fixed $\tau$ and $\mu$ changes it by parts per million, and at fixed $\tau$ and density, for a parabolic band, not at all in the limit of small $\eta$; a moderately nonparabolic band leaves a shift of order tens of parts per million. This does not restrict the theorem: if $H$ contains the surfaces and boundaries, (4) includes their elastic scattering. What fails in a narrow line is the replacement of that Hamiltonian by a uniform crystal with one lifetime. The numerical output below lists the values used.

## Calculated quantities

```
LATTICE MODEL (energies in hoppings, conductivity in e^2/hbar)
chemical potential -1.2, kT 0.2, eta 0.01, k points 36
Bastin sigma_xx = 5.465931, sigma_yy = 4.779380
Bastin sigma_xy = 0.212596, sigma_yx = 0.326212
spectral trace xx = 5.465931, yy = 4.779380
spectral trace xy = 0.269404, yx = 0.269404
symmetric part of Bastin xy = 0.269404
antisymmetric part of Bastin xy = -0.056808
largest |symmetric Bastin - trace| = 3.5e-09
density matrix, eta/2: xx = 10.92989, xy = 0.48242
Bastin, eta/2: xx = 10.93006, xy = 0.48228
norm of Bastin - density matrix: eta 6.96e-04, eta/2 3.54e-04
insulator (mu 0, kT 0.03): antisymmetric xy = -0.16219
insulator: largest trace element = 3.36e-05
open 12-site chain: trace(eta=0.002)/trace(0.001) = 1.9997
COPPER-LIKE FREE-ELECTRON METAL (rough input values)
electron density = 85 nm^-3
lifetime tau = 25 fs, temperature = 300 K
broadening eta = 13.16 meV
Fermi energy = 7.049 eV, Fermi wavenumber = 13.60 nm^-1
Fermi velocity = 1.575 nm/fs, mean free path = 39.4 nm
kT = 25.85 meV
full width at half maximum of -df/dE = 91.1 meV
conductivity from spectral trace = 59.8823 MS/m
Drude conductivity = 59.8812 MS/m
resistivity from spectral trace = 1.6699 micro-ohm cm
relative excess over Drude = 17.90 ppm
predicted relative excess = 17.90 ppm
relative shift on halving both meshes = 1.1e-13
conductivity ratio on halving eta = 2.00000
NEGLECTED EFFECTS, each taken alone
film thickness and grain spacing = 20 nm
film/bulk conductivity, diffuse surfaces = 0.5256
same ratio from random flights = 0.5248
resistivity with diffuse surfaces = 3.18 micro-ohm cm
grain-boundary reflection probability = 0.3
channels per area and spin = 14.72 nm^-2
added grain-boundary resistivity = 1.88 micro-ohm cm
resistivity with mass ratio 1.3 = 2.17 micro-ohm cm
resistivity at 380 K, rate proportional to T = 2.12 micro-ohm cm
```
